\section*{Why a larger supercell does not give LO frequencies at zone centre}

\section{The belief}

\textbf{Q.} I am computing phonons of a polar oxide by finite displacements. At the zone centre I get three equal optical frequencies, although the crystal should have a longitudinal (LO) mode well above two transverse (TO) ones. I think my supercell is too small. The Coulomb force has a long range, so a larger cell should capture more of it, and the LO frequency should emerge. How large must the cell be?

\textbf{A.} Which displacement pattern do you call the zone-centre mode?

\textbf{Q.} The one with $\mathbf q=0$ in the primitive cell: all cations move by one vector, all anions by another. I displace one ion at a time and sum the forces.

\textbf{A.} Then no size will do. Start with the electrostatic potential $\phi$ of the displaced crystal. I use Hartree atomic units in the formulas. Your calculation requires $\phi(\mathbf r+\mathbf L)=\phi(\mathbf r)$ for every supercell vector $\mathbf L$. The average field over the supercell volume $\Omega$ is
\begin{equation}
\langle\mathbf E\rangle=-\frac1\Omega\int_\Omega\nabla\phi\,d^3r
=-\frac1\Omega\oint_{\partial\Omega}\phi\,\mathbf n\,dS=0 .
\end{equation}
Opposite faces carry equal $\phi$ and opposite normals $\mathbf n$, so they cancel in pairs. Point nuclei do no harm: a small sphere around one contributes a surface term of order $r^2\times 1/r$, which vanishes with $r$. The size of $\Omega$ has dropped out. In a plane-wave code the same condition appears as $\phi_{\mathbf k}=4\pi\rho_{\mathbf k}/k^2$ for $\mathbf k\ne0$, with the $\mathbf k=0$ term left out.

\section{The sum over a larger cell}

\textbf{Q.} A zero average over a huge cell seems a weak constraint. The field near my displaced ion is certainly not zero.

\textbf{A.} True for one displaced ion, but you then sum. Let $\Phi^{(N)}_{i\alpha,j\beta}$ be the force constants of a supercell with $N$ primitive cells, defined by $F_{i\alpha}=-\sum_{j\beta}\Phi^{(N)}_{i\alpha,j\beta}u_{j\beta}$. For masses $M_\kappa$, the zone-centre dynamical matrix is
\begin{equation}
D_{\kappa\alpha,\kappa'\beta}(0)=\frac{1}{\sqrt{M_\kappa M_{\kappa'}}}
\sum_{l=1}^{N}\Phi^{(N)}_{0\kappa\alpha,\,l\kappa'\beta}.
\end{equation}
Forces are linear in small displacements, so the sum is minus the force on ion $0\kappa$ when the whole sublattice $\kappa'$ moves by one unit. That pattern repeats in every primitive cell, and so does its charge density, provided the electronic ground state keeps that periodicity. Two periodic potentials of the same density differ by a periodic function $f$ with $\nabla^2f=0$, which can only be a constant. The supercell potential is therefore the primitive-cell potential, and the forces agree.

So $D(0)$ does not depend on $N$. This assumes the harmonic limit and equivalent numerical settings, in particular a $\mathbf k$-point mesh that folds consistently. If your zone-centre frequency drifts with cell size, look at those settings.

\section{What the missing field does}

\textbf{Q.} I accept that the answer is the same for every $N$. Why is it the TO frequency?

\textbf{A.} Take a cubic crystal with two ions per primitive cell of volume $V$. Let $u=u_1-u_2$ be the displacement of the cation relative to the anion, $Z^*$ the Born charge, $K$ the stiffness at zero macroscopic field, and $\varepsilon_\infty$ the dielectric constant with ions clamped. Along one axis,
\begin{align}
M_1\ddot u_1&=-Ku+Z^*E, & M_2\ddot u_2&=Ku-Z^*E,\\
P&=\frac{Z^*u}{V}+\frac{\varepsilon_\infty-1}{4\pi}E .
\end{align}
The same $Z^*$ stands in the force and in the polarization, because both are mixed second derivatives of one energy function of $u$ and $E$. Divide the two equations of motion by their masses and subtract, with $1/\mu=1/M_1+1/M_2$:
\begin{equation}
\mu\ddot u=-Ku+Z^*E .
\label{eq:motion}
\end{equation}

Now take a plane wave of polarization $\mathbf P$ with wave vector $\mathbf q$. Its bound charge is $\rho_{\mathbf q}=-i\mathbf q\cdot\mathbf P$, its potential is $4\pi\rho_{\mathbf q}/q^2$, and its field is
\begin{equation}
\mathbf E=-i\mathbf q\,\frac{4\pi(-i\mathbf q\cdot\mathbf P)}{q^2}
=-4\pi\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf P).
\label{eq:wave}
\end{equation}
A transverse wave has $\hat{\mathbf q}\cdot\mathbf P=0$ and so $E=0$. Equation~\eqref{eq:motion} then gives $\mu\omega_{\rm TO}^2=K$. Your periodic calculation also has $E=0$, hence the same frequency.

A longitudinal wave has $E=-4\pi P$, that is, zero displacement field $E+4\pi P$. Inserting $P$,
\begin{equation}
E=-\frac{4\pi Z^*u}{V}-(\varepsilon_\infty-1)E
\quad\Longrightarrow\quad
E=-\frac{4\pi Z^*u}{\varepsilon_\infty V}.
\label{eq:depol}
\end{equation}
The field opposes the displacement and stiffens the mode:
\begin{equation}
\omega_{\rm LO}^2=\omega_{\rm TO}^2+\frac{4\pi Z^{*2}}{\varepsilon_\infty\mu V}.
\label{eq:split}
\end{equation}
If $Z^*=0$, as for the two equal atoms of the diamond structure, there is no splitting and your belief would cost you nothing.

\textbf{Q.} Is there a physical setting with $E=0$, or is it an artefact?

\textbf{A.} Picture a uniform film between ideal metal plates, vibrating along its normal. If the plates are shorted and the circuit can follow the vibration, the voltage is zero and so is the uniform field: the mode is at $\omega_{\rm TO}$. If no free charge reaches the plates, the displacement field is zero and the mode is at $\omega_{\rm LO}$. Periodic boundary conditions act like the short circuit.

\section{The argument from a vanishing field}

\textbf{Q.} Here is my best objection. I displace one ion in $N$ cells. Its dipole is diluted over the supercell, so the field you say I omit goes to zero as $N$ grows. Surely the error goes to zero too.

\textbf{A.} The first half is right. For one cation displaced by $u_0$, replace $Z^*u/V$ in Eq.~\eqref{eq:depol} by $Z^*u_0/(NV)$. The omitted field, its force on each cation, and the omitted force constant between any two cations are
\begin{equation}
E_N=-\frac{4\pi Z^*u_0}{\varepsilon_\infty NV},\qquad
F_N=Z^*E_N,\qquad
\Delta\Phi_N=-\frac{F_N}{u_0}=\frac{4\pi Z^{*2}}{\varepsilon_\infty NV}.
\end{equation}
But the zone-centre matrix adds $N$ such constants:
\begin{equation}
\sum_{l=1}^{N}\Delta\Phi_N=N\,\frac{4\pi Z^{*2}}{\varepsilon_\infty NV}
=\frac{4\pi Z^{*2}}{\varepsilon_\infty V}.
\end{equation}
This is the extra LO stiffness $\mu(\omega_{\rm LO}^2-\omega_{\rm TO}^2)$ of Eq.~\eqref{eq:split}, which the periodic calculation lacks. Each pair constant converges as the cell grows, while the error of their sum stays fixed.

\section{A crystal with numbers}

\textbf{Q.} I would like to see this in a crystal whose forces can be followed by hand.

\textbf{A.} Take a model rocksalt crystal with ion spacing $r=0.21$ nm, charges $\pm Z$ with $Z=1.2$, and masses 24 and 16 u. Each ion has polarizability $\alpha$ (volume $0.000875$ nm$^3$). Neighbours repel through $\varphi\propto e^{-r/\rho}$ with $\rho=0.0175$ nm.

First the short-range stiffness. With the Madelung constant $\mathcal M=1.74756$, the energy per ion pair is $-\mathcal MZ^2/r+6\varphi(r)$. Setting its derivative to zero gives $\varphi'=-\mathcal MZ^2/(6r^2)=-0.026632$ hartree/bohr, and the exponential gives $\varphi''=-\varphi'/\rho=0.080533$ hartree/bohr$^2$. When the sublattices shift by $u$ along a bond axis, two bonds are stretched or compressed and contribute $\varphi''$ each. The other four turn: their length grows by $u^2/(2r)$, their energy by $\varphi'u^2/(2r)$, so each contributes $\varphi'/r$. With $r=3.968$ bohr,
\begin{equation}
k_s=2\varphi''+\frac{4\varphi'}{r}=0.16107-0.02684=0.1342\ \text{hartree/bohr}^2 .
\end{equation}

Next the field at an ion. Let one sublattice carry equal dipoles $p$. Its field is $-(\mathbf p\cdot\nabla)\mathbf E_1$, where $\mathbf E_1$ is the periodic field of a unit charge per cell plus the uniform background $-1/V$ that periodicity demands. At a cubic site the tensor $-\partial_\beta E_{1\alpha}$ is a multiple $t$ of the unit matrix. Its trace, with the site's own charge removed, is $3t=-\nabla\cdot\mathbf E_1=4\pi/V$. Hence $t=4\pi/(3V)$ for either sublattice, and
\begin{equation}
E_{\rm loc}=E+\frac{4\pi}{3}P .
\end{equation}
The two ions of a cell together have $VP=Zu+2\alpha E_{\rm loc}$. With $g=8\pi\alpha/(3V)$ this becomes
\begin{equation}
(1-g)P=\frac{Zu}{V}+\frac{3g}{4\pi}E .
\end{equation}
Comparison with the general form of $P$ gives
\begin{equation}
Z^*=\frac{Z}{1-g},\qquad
\varepsilon_\infty=1+\frac{3g}{1-g},\qquad
\varepsilon_\infty+2=\frac{3}{1-g},
\end{equation}
so $Z^*=Z(\varepsilon_\infty+2)/3$. The calculated response is $\varepsilon_\infty=2.965$, and $Z^*=1.2\times4.965/3=1.986$.

At $E=0$ the force on the cation is $-k_su+ZE_{\rm loc}$ with $E_{\rm loc}=4\pi Z^*u/(3V)$. The gradient of the undisturbed crystal field vanishes at a cubic site, so no other linear term arises. With $V=124.993$ bohr$^3$,
\begin{align}
\mu\omega_{\rm TO}^2&=k_s-\frac{4\pi ZZ^*}{3V}
=0.13422-0.07987=0.05435\ \text{hartree/bohr}^2,\\
\frac{4\pi Z^{*2}}{\varepsilon_\infty V}
&=\frac{4\pi(1.986)^2}{2.965\times124.993}=0.13374\ \text{hartree/bohr}^2 .
\end{align}
The reduced mass is $17\,499.7$ electron masses. Dividing by it and taking roots gives $\omega_{\rm TO}=387$ cm$^{-1}$ (48.0 meV) and $\omega_{\rm LO}=720$ cm$^{-1}$ (89.2 meV).

\textbf{Q.} So the local field is present even though the macroscopic field is not?

\textbf{A.} Yes, and it softens the TO mode. Your calculation contains the Coulomb forces between the ions; it lacks the uniform part of the field.

\textbf{Q.} And the supercells?

\textbf{A.} I computed the force constants for $N=1$, 8, 27 and 64, keeping the model fixed. The periodic zone-centre frequency is 386.80 cm$^{-1}$ each time. Imposing zero displacement field along one axis gives 719.54 cm$^{-1}$ for the mode polarized along it, again for each $N$. For one ion moved by $0.001$ nm, the omitted field falls from 6.54 MV/cm at $N=1$ to 0.102 MV/cm at $N=64$. The pair constant falls from 0.13374 to 0.00209 hartree/bohr$^2$, and $64\times0.00209=0.1338$ restores the sum. The full list is in the numerical output.

\section{Where a large cell does show LO frequencies}

\textbf{Q.} But I once diagonalized the full force-constant matrix of a long supercell at its own $\Gamma$ point, and there was a mode close to the LO frequency. Doesn't that support me?

\textbf{A.} It was a different mode. The $\Gamma$ point of a supercell also holds folded waves with $\mathbf q\ne0$ in the primitive zone. By Eq.~\eqref{eq:wave} a longitudinal wave of this kind makes its own field, whose strength at given $P$ does not depend on $|\mathbf q|$. Its average over the supercell is zero, since crests and troughs cancel, so periodicity permits it.

For cells $n$ primitive cells long, with the smallest $\mathbf q$ along $[111]$ and no field added by hand, the upper branches are:
\begin{center}
\begin{tabular}{rrrr}
$n$ & $q$ (nm$^{-1}$) & longitudinal (cm$^{-1}$) & transverse (cm$^{-1}$)\\
4 & 6.478 & 672.12 & 393.57\\
8 & 3.239 & 707.56 & 390.28\\
16 & 1.619 & 716.54 & 387.81\\
32 & 0.810 & 718.79 & 387.06
\end{tabular}
\end{center}
From $n=16$ to $n=32$ the longitudinal distance from 719.54 falls from 3.00 to 0.75 cm$^{-1}$, a factor of four when $q$ is halved. That suggests writing $\omega^2(q)=\omega^2(0^+)+cq^2$ and eliminating $c$:
\begin{equation}
\omega^2(0^+)\simeq\frac{4\,\omega_{n=32}^2-\omega_{n=16}^2}{3}.
\end{equation}
The limits are 719.54 cm$^{-1}$ for the longitudinal and 386.81 cm$^{-1}$ for the transverse branch. This confirms Eq.~\eqref{eq:split} by a route that uses neither $Z^*$ nor $\varepsilon_\infty$. In the same long cells the uniform mode stays at the TO frequency. The longitudinal branch has a limit at $q\to0$ that differs from its periodic value at $q=0$.

\textbf{Q.} Could I take $q$ all the way to zero in a real crystal?

\textbf{A.} For the longitudinal wave, as close to zero as the size of the crystal allows. Without free charge, Gauss's law gives $\mathbf q\cdot(\mathbf E+4\pi\mathbf P)=0$, so $E=-4\pi P$ holds at any nonzero $q$, and the wave does not mix with light. The transverse wave is different. At the LO frequency light has a wave number of $4.5\times10^{-4}$ nm$^{-1}$ in vacuum, about $6\times10^{-4}$ of $q$ at $n=32$. When $q$ falls to that order, the transverse vibration mixes with light and its field is no longer negligible. For the transverse branch the limit therefore means $q$ small on the scale of the lattice but still large compared with that of light.

\section{What to do instead}

\textbf{Q.} Then how do I get my LO frequencies?

\textbf{A.} Compute the Born charge tensors and $\varepsilon_\infty$, by linear response or in a small finite field, and add the missing term for a chosen direction $\hat{\mathbf q}$. Write $\mathbf E=E\hat{\mathbf q}$ and require zero displacement field along $\hat{\mathbf q}$:
\begin{equation}
E\,(\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q})
+\frac{4\pi}{V}\sum_{\kappa'\beta}(\hat{\mathbf q}\cdot\mathbf Z^*_{\kappa'})_\beta u_{\kappa'\beta}=0 .
\end{equation}
The first index of $\mathbf Z^*_\kappa$ is that of the polarization, so the force on ion $\kappa$ is $E(\hat{\mathbf q}\cdot\mathbf Z^*_\kappa)_\alpha$. Solving for $E$, reversing the sign of the force and dividing by the root masses gives
\begin{equation}
\Delta D_{\kappa\alpha,\kappa'\beta}=\frac{4\pi}{V\sqrt{M_\kappa M_{\kappa'}}}\,
\frac{(\hat{\mathbf q}\cdot\mathbf Z^*_\kappa)_\alpha(\hat{\mathbf q}\cdot\mathbf Z^*_{\kappa'})_\beta}
{\hat{\mathbf q}\cdot\boldsymbol\varepsilon_\infty\cdot\hat{\mathbf q}} .
\end{equation}
For two ions with charges $\pm Z^*$ this reduces to Eq.~\eqref{eq:split}. The formula assumes an insulator: mobile carriers that follow the vibration would screen the field. It also assumes a three-dimensional bulk crystal: in a free monolayer or thin film the field of an in-plane longitudinal wave vanishes as $q\to0$, and this term does not apply.

\textbf{Q.} Was my large supercell wasted, then?

\textbf{A.} No. It gives more commensurate $\mathbf q$ and better separated short-range force constants. Nor are the TO values a failure. For the static permittivity you need them: in a static field Eq.~\eqref{eq:motion} gives $u=Z^*E/K$, so
\begin{equation}
\varepsilon_0=\varepsilon_\infty+\frac{4\pi Z^{*2}}{VK}
=\varepsilon_\infty\left(1+\frac{0.13374}{0.05435}\right)=2.965+7.30\simeq10.3 .
\end{equation}
Putting the LO stiffness, $0.18809$ hartree/bohr$^2$, in place of $K$ would reduce the ionic part from 7.3 to 2.1.

\textbf{Q.} How close is your model to something on a chip?

\textbf{A.} Its parameters and frequencies lie in the rough range of magnesium oxide, used as a tunnel barrier: $\varepsilon_\infty$ near 3, $Z^*$ near 2, TO near 400 and LO near 700 cm$^{-1}$. The equal polarizabilities are not typical, since in the oxide most of the polarizability sits on the anion. The zone-centre results here depend only on the sum of the two, so I shared it equally for simplicity. Putting all of it on the anion would make this point-dipole model unstable at the zone boundary. A real barrier is only about 1 nm thick, which breaks the assumption of long waves. A half wave across 1 nm has $q\approx3.1$ nm$^{-1}$. At that $q$ the longitudinal branch of the bulk model lies about 11 cm$^{-1}$ below the LO limit along $[111]$, but about 31 cm$^{-1}$ below it along $[001]$, the usual growth direction of such barriers. Interfaces are not included in these figures, and they describe the model, not the oxide. The likeness to magnesium oxide holds at the zone centre only: with no anion--anion repulsion and no short-range deformation of the ions, the upper longitudinal branch of the model falls to 336 cm$^{-1}$ at the $[001]$ zone boundary, well below that of the real crystal.

\textbf{Q.} And temperature?

\textbf{A.} With a rough linear expansion coefficient of $10^{-5}$ K$^{-1}$, the lattice expansion from a warming by 100 K, taken alone, lowers TO to 383 and LO to 716 cm$^{-1}$. Anharmonicity is the largest neglected effect I sized. At 360 K the harmonic model has an rms bond-length spread $\sigma=0.0088$ nm, half of $\rho$. Averaging the exponential repulsion over a Gaussian spread multiplies it by $e^{\sigma^2/(2\rho^2)}$, a rise of 13\%. Alone, at fixed spacing, that would move TO to 446 and LO to 753 cm$^{-1}$. Cubic terms of the same order and the sideways motion of the bonds are left out, so this is a measure of size and not a correction. It changes the short-range stiffness of both modes equally, so $\omega_{\rm LO}^2-\omega_{\rm TO}^2$ stays the same in this estimate. The absolute frequencies deserve caution at the level of tens of cm$^{-1}$; the independence of $N$ rests on periodicity and does not depend on these numbers.

\section*{Calculated quantities}
\begin{verbatim}
ion spacing 0.21 nm, repulsion length 0.0175 nm
ionic charge 1.2 e, masses 24.0 and 16.0 u
polarizability volume of each ion 0.000875 nm^3
Madelung constant 1.74756
primitive volume 124.993 bohr^3, reduced mass 17499.7 m_e
phi' -0.026632 hartree/bohr, phi'' 0.080533 hartree/bohr^2
short-range stiffness 0.134221 hartree/bohr^2
eps_inf 2.9650, Born charge 1.9860 e
TO stiffness 0.054355 hartree/bohr^2
added LO stiffness 0.133739 hartree/bohr^2
TO from formula 386.80 cm^-1 = 47.96 meV
LO from formula 719.54 cm^-1 = 89.21 meV
Zone centre; omitted field is for one ion moved 0.001 nm
N=1: periodic 386.80 cm^-1, zero-D 719.54 cm^-1
  omitted field 6.5438 MV/cm
  omitted constant: pair 0.133739, sum 0.133739 hartree/bohr^2
N=8: periodic 386.80 cm^-1, zero-D 719.54 cm^-1
  omitted field 0.8180 MV/cm
  omitted constant: pair 0.016717, sum 0.133739 hartree/bohr^2
N=27: periodic 386.80 cm^-1, zero-D 719.54 cm^-1
  omitted field 0.2424 MV/cm
  omitted constant: pair 0.004953, sum 0.133739 hartree/bohr^2
N=64: periodic 386.80 cm^-1, zero-D 719.54 cm^-1
  omitted field 0.1022 MV/cm
  omitted constant: pair 0.002090, sum 0.133739 hartree/bohr^2
Long cells, smallest nonzero q along [111], no added field
n=4: q 6.478 nm^-1, longitudinal 672.12, transverse 393.57 cm^-1
n=8: q 3.239 nm^-1, longitudinal 707.56, transverse 390.28 cm^-1
n=16: q 1.619 nm^-1, longitudinal 716.54, transverse 387.81 cm^-1
n=32: q 0.810 nm^-1, longitudinal 718.79, transverse 387.06 cm^-1
q->0 limits: longitudinal 719.54, transverse 386.81 cm^-1
lowest nonzero mode, N=64 cell: 132.6 cm^-1
Neglected effects
expansion 1e-05 /K (rough) over 100 K: TO 382.58, LO 716.35 cm^-1
rms bond-length spread at 360 K: 0.00876 nm
first-order bond stiffening 13.4 %
with it alone: TO 446.1, LO 753.1 cm^-1
finite-step error of phi'' at 0.001 nm: 0.054 %
light wave number at LO 4.52e-04 nm^-1, ratio to q at n=32 5.6e-04
(LO energy / gap)^2 for rough gap 7.5 eV: 1.4e-04
\end{verbatim}
